# Two Derivations of the Leading Kondo Temperature of a Magnetic Impurity, part 2

How does the Kondo temperature $T_K$ of a magnetic impurity in a metal depend on its exchange $J$ with the conduction electrons? The impurity spin $\mathbf S$, in units of $\hbar$, enters through

$$
H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}
+J\,\mathbf S\cdot\mathbf s,\qquad
\mathbf s=\frac{1}{2N}\sum_{kk'}\sum_{\alpha\beta}
c^\dagger_{k'\beta}\boldsymbol\sigma_{\beta\alpha}c_{k\alpha},
$$

with $N$ host sites and Pauli matrices $\boldsymbol\sigma$. Positive $J$ is antiferromagnetic. Energies are measured from the Fermi level. The band runs from $-D$ to $D$ with constant density $\rho$ per spin and per site, and $g=\rho J$ is small.

Removing thin shells of levels at the band edges, down to half-width $D'$, gave

$$
\frac{dg}{d\ln D}=-g^2,\qquad
D'e^{-1/g(D')}=D\,e^{-1/g},\qquad
k_BT_K=D\,e^{-1/(J\rho)} .
$$

The second-order exchange was checked by exact diagonalization of three orbitals, at $0$, $+a$ and $-b$, coupled to a spin.

The example, a metal interconnect with values roughly like iron in copper, has $D=5$ eV, $\rho=0.1$ per eV per spin per site and $J=1.3$ eV, so $g=0.13$ and $T_K=26.5$ K. Raising $J$ by 10% gives 53 K; lowering it by 10% gives 11 K.

A second derivation uses a small isolated grain with levels $\varepsilon_n=n\delta$, $n=-M,\dots,M$, and $D\simeq M\delta$. Each level has weight $w$ on the impurity site, so $\rho=w/\delta$, and the exchange matrix element between any two levels is $j=Jw=J\rho\,\delta=g\,\delta$. Levels below zero are full and level zero holds one electron. The total spin is $F=S\pm\tfrac12$, with first-order energies $j\lambda_\pm$, where

$$
\lambda_+=\frac S2,\qquad \lambda_-=-\frac{S+1}{2}.
$$

The first-order splitting is $j(S+\tfrac12)$. In second order, each excited component lowers the energy by its squared norm divided by its excitation energy. There are three kinds of excitation:

1. The electron in level zero moves up to level $p$, at cost $p\delta$. The shift is $-j^2\lambda_\pm^2/(p\delta)$.

2. An electron from level $-h$ moves up into level zero, at cost $h\delta$. It is simplest to follow the missing electron. Define hole operators by $c_{n\uparrow}=d^\dagger_{n\downarrow}$ and $c_{n\downarrow}=-d^\dagger_{n\uparrow}$. For $m\neq n$,
$$
c^\dagger_{m\uparrow}c_{n\downarrow}
=-d_{m\downarrow}d^\dagger_{n\uparrow}
=d^\dagger_{n\uparrow}d_{m\downarrow},
$$
$$
c^\dagger_{m\uparrow}c_{n\uparrow}-c^\dagger_{m\downarrow}c_{n\downarrow}
=d^\dagger_{n\uparrow}d_{m\uparrow}-d^\dagger_{n\downarrow}d_{m\downarrow}.
$$
The spin-lowering term follows in the same way. The exchange thus has the same form and sign for holes. The state with one electron in level zero is also a state with one hole there, with the same total spin, and that hole moves to $-h$. The shift is $-j^2\lambda_\pm^2/(h\delta)$.

3. An electron moves from a filled level $-h$ to an empty level $p$, and level zero only watches. The filled level contributes both spins, so the squared norm is
$$
\frac{j^2}{4}S^aS^b\,\mathrm{tr}(\sigma^a\sigma^b)
=\frac{j^2}{2}S(S+1).
$$
This is the same for both values of $F$ and drops out of the splitting.

The difference of the squared eigenvalues is

$$
\lambda_+^2-\lambda_-^2=\frac{S^2-(S+1)^2}{4}
=-\frac{2S+1}{4}=-\frac12\left(S+\frac12\right).
$$

Divide the splitting by $S+\tfrac12$ and call the result $K$. Then

$$
K=j+\frac{j^2}{2}\left(\sum_{p=1}^{M}\frac1{p\delta}
+\sum_{h=1}^{M}\frac1{h\delta}\right)+O(j^3).
$$

The exact diagonalizations of the first half measured just this splitting, for one level above and one below. With $S=\tfrac12$ and levels at $+1$ and $-1$, the exact $j^2$ coefficient is 0.99997 and the formula gives 1.

Now insert $j=g\delta$. For large $M$ the sum $\sum_{n=1}^M1/n$ approaches $\ln M+\gamma$, where $\gamma$ is Euler's constant. Hence

$$
\frac K\delta=g+g^2\left(\ln\frac D\delta+\gamma\right)+O(g^3).
$$

The second term grows with the size of the grain, because a larger grain has a smaller $\delta$. Apart from the constant $\gamma$, it equals the first when $g\ln(D/\delta)=1$, that is, at $\delta=D\,e^{-1/g}$. This already shows the Kondo scale as the spacing at which the expansion fails. It does not yet control the higher terms, which are then no longer small.

### Exchanging the cutoff for the coupling

To control them, compare two grains with the same $\delta$ and the same $\rho$ but different half-widths $D$ and $D'<D$, both much larger than $\delta$. Give the second a coupling $g'$ chosen so that $K$ agrees.

The assumption is that the band edge affects the low levels through this one coupling, apart from corrections that vanish as $\delta/D'$ becomes small. If so, $g'$ may depend on $g$ and $D/D'$, but not on $\delta$. Equating the two splittings,

$$
g'+g'^2\left(\ln\frac{D'}\delta+\gamma\right)
=g+g^2\left(\ln\frac D\delta+\gamma\right)+O(g^3).
$$

At this order $g'^2$ may be replaced by $g^2$, since they differ by $O(g^3)$. The terms in $\delta$ and $\gamma$ cancel:

$$
g'=g+g^2\ln\frac D{D'}+O(g^3).
$$

The cancellation of $\delta$ agrees with the assumption at this order.

Write $g'=R(g,\ell)$ with $\ell=\ln(D/D')$. Reducing the band in two steps must give the same result as one step, so

$$
R\bigl(R(g,\ell_1),\ell_2\bigr)=R(g,\ell_1+\ell_2).
$$

Differentiating with respect to $\ell_2$ at $\ell_2=0$ gives

$$
\frac{dR}{d\ell}=B(R),\qquad
B(g)=\left.\frac{\partial R(g,\ell)}{\partial\ell}\right|_{\ell=0}
=g^2+O(g^3).
$$

Since $d\ell=-d\ln D'$, this is the flow equation found by removing shells. Its leading solution has the same invariant, $D'e^{-1/g(D')}$, and hence the same $T_K$.

This route also shows what higher orders can change. Suppose $B(g)=g^2+bg^3+\dots$. The logarithmic distance to the scale $D_*$ at which the coupling reaches a fixed value $g_*$ is

$$
\ln\frac D{D_*}=\int_g^{g_*}\frac{dx}{x^2+bx^3+\dots}
=\int_g^{g_*}dx\left(\frac1{x^2}-\frac bx+\dots\right)
=\frac1g+b\ln g+\text{const}+O(g).
$$

Therefore $D_*\propto D\,g^{-b}e^{-1/g}$. A cubic term produces a power of $g$ in front, and still higher terms change the numerical constant and corrections that vanish with $g$. The coefficient of $1/g$ in the exponent comes from the quadratic term alone.

### What each derivation assumes

Both derivations assume one channel, an isotropic contact exchange, a smooth density at the Fermi level and weak initial coupling. Without electron states near the Fermi level, the sum of $1/\varepsilon$ would stop at the gap and the logarithm would cease to grow.

Shell removal finds how the whole exchange operator changes, and shows that at second order a symmetric band reproduces its form. In return it ignores the energies of retained electrons beside $D$. For an electron at $\varepsilon\ll D$ this is a relative error of order $\varepsilon/D$. In a later sum over $d\varepsilon/\varepsilon$, the extra factor $\varepsilon$ removes the logarithm. The neglected piece then comes from energies near the edge and belongs to higher orders of $B(g)$.

The grain calculation drops no levels and uses the actual excitation energies. Its second-order splitting needs no approximation of retained energies. But it follows one observable, and must assume that a single coupling can absorb a change of cutoff for all low-energy properties. Shell removal supports that assumption at lowest order. Neither argument describes the state reached once $g$ is of order one.

### A test that goes through strong coupling

The numerical renormalization group can follow the model through the crossover. For $S=\tfrac12$ and $D=1$, the band is replaced by levels at $\pm\tfrac12(1+1/\Lambda)\Lambda^{-m}$, $m=0,1,2,\dots$, each with weight $\tfrac12(1-1/\Lambda)\Lambda^{-m}$ on the impurity site. These levels are mapped to a chain, which is diagonalized as sites are added, keeping about 180 low states.

Weight over energy is $(\Lambda-1)/(\Lambda+1)$ per level, against $\tfrac12\ln\Lambda$ for the continuous band over the same interval. The exchange must therefore be multiplied by

$$
A=\frac{\ln\Lambda}{2}\,\frac{\Lambda+1}{\Lambda-1},
$$

which is 1.0986 for $\Lambda=3$.

On chains of even length, consider the energy to add an electron, in units of the energy scale of the last site. It falls towards zero as the moment is screened. Let $T_*$, expressed as an energy, be the scale at which it passes 0.4. This choice fixes a numerical factor in $T_*$, but not its exponential dependence on $1/g$.

| $g$ | $T_*/D$ | $e^{-1/g}$ |
|---|---|---|
| 0.20 | $6.96\times10^{-2}$ | $6.74\times10^{-3}$ |
| 0.13 | $3.30\times10^{-3}$ | $4.56\times10^{-4}$ |
| 0.10 | $2.70\times10^{-4}$ | $4.54\times10^{-5}$ |
| 0.07 | $2.91\times10^{-6}$ | $6.25\times10^{-7}$ |

Between neighbouring rows the slope of $\ln T_*$ against $1/g$ is $-1.132$, $-1.085$ and $-1.057$, approaching $-1$ as the coupling weakens. Over the whole range it is $-1.086$, and $-1.029$ after a factor $\sqrt g$ is divided out. Dividing out a full factor $g$ instead would give about $-0.97$, equally close to $-1$. The slopes between neighbouring rows say more. With $\sqrt g$ divided out they are $-1.052$, $-1.028$ and $-1.015$, moving towards $-1$; with $g$ divided out they stay near $-0.97$. The data thus call for a prefactor that decreases as $g$ decreases, and they favour $\sqrt g$ over $g$ without proving the power. The factor $\sqrt g$, or $b=-\tfrac12$, is compatible with the data and has not been derived here. At $g=0.13$, keeping 120 states instead of 180 changes $\ln T_*$ by 0.0012. All values in the table are for $\Lambda=3$. At $\Lambda=2.5$ the three slopes between neighbouring rows change by no more than about 0.005, which is also how much they depend on the way the crossing is interpolated between chain sites, but $T_*$ itself rises by about 40%. The exponential trend is thus insensitive to this change of discretization. The numerical factor in $T_*$ depends on $\Lambda$ by construction, because the marker is a fixed gap in units of the last chain site. In those units even the gap of a free moment changes, from 0.80 at $\Lambda=3$ to 0.47 at $\Lambda=1.5$ and 0.34 at $\Lambda=1.3$. The marker 0.4 therefore has no continuum limit, and $T_*$ is useful for its trend at fixed $\Lambda$, not as an absolute temperature.

For $g=-0.15$ the energy returns towards its free-moment value. The distance from that value falls from 0.0347 at site 9 to 0.0220 at site 21, as expected for a fading ferromagnetic coupling.

### What the interconnect estimate leaves out

For the example, $g=0.13$ and the leading $T_K$ is 26.5 K. Including the factor $\sqrt g=0.36$ would give 9.5 K. The crossover marker $T_*$, computed at $\Lambda=3$, is instead 7.2 times the leading formula. The formula therefore gives the leading exponential trend at weak coupling, while the absolute temperature depends on the prefactor and on the definition of the crossover.

Ordinary scattering at the impurity also matters. At the centre of a wide flat band the local Green function is $G_0=-i\pi\rho$. A local potential $V$ changes it to

$$
G=\frac{G_0}{1-VG_0}=\frac{-i\pi\rho}{1+i\pi\rho V}.
$$

The new density is $-\mathrm{Im}\,G/\pi$. Multiplying numerator and denominator by $1-i\pi\rho V$ gives

$$
\rho_V=\frac{\rho}{1+(\pi\rho V)^2}.
$$

For $V=1$ eV this is 0.0910 per eV, and diagonalizing a discretized band also gives 0.0910. With $D$ and $J$ held fixed, the leading $T_K$ falls to 12.4 K. This uses only the density at the Fermi level. The potential also changes the density elsewhere in the band, which raises the effective cutoff to about 5.6 eV and the estimate to about 14 K.

Grain size can be judged from the level spacing. An isolated grain with the volume of a 10 nm cube and 85 atoms per nm³ has 85,000 sites. With an average weight $w=1/85{,}000$ per level, the mean spacing $\delta=w/\rho$ corresponds to 1.4 K, well below $T_K$. This estimate suits an irregular grain, whose levels are not degenerate. In a perfect cube with hard walls many free-electron levels coincide, and the gaps between distinct levels correspond to about 50 K, which is above $T_K$. For irregular grains the mean spacing equals $k_BT_K$ at the volume of a cube of edge 3.7 nm. In a connected line electrons leave the grain and broaden its levels, so the isolated grain overstates this limit.

For iron in copper the measured Kondo scale is roughly a few tens of kelvin. The value of $J$ was chosen in that regime, so the closeness of 26.5 K is not a prediction. The assumption most clearly broken by the real atom is that of a single channel and a structureless spin, because iron has several partly filled d orbitals. The size of that effect is not computed here. Within the model, the $\sqrt g$ factor, a 1 eV potential, or a 10% change in $J$ each move the result by a factor of about two to three. Phonons and interactions between impurities are also left out, so the estimate gives the scale of the exchange effect and not the resistance of a line.

## Computed values

```
Shell removal: j^2 coefficient, upper level at 1 (model units)
 S=0.5, lower=-1.0: exact 0.99997, formula 1.00000
 S=0.5, lower=-1.7: exact 0.79410, formula 0.79412
 S=2.0, lower=-1.0: exact 0.99984, formula 1.00000
 S=2.0, lower=-1.7: exact 0.79404, formula 0.79412
Largest exchange coefficient error: 1.6e-04
Largest potential coefficient error: 6.7e-06
Half-bandwidth D: 5.00 eV
Density rho: 0.100 per eV per spin per site
Exchange J: 1.30 eV
g = rho J: 0.130; 1/g: 7.692
exp(-1/g): 4.5632e-04
Leading T_K: 26.48 K
Leading k_B T_K: 2.282 meV
Temperature at which running g is 1: 72.0 K
Use temperature: 350 K; running g: 0.387
T_K for J raised 10%: 53.28 K
T_K for J lowered 10%: 11.26 K
NRG: Lambda 3.0, A 1.0986, kept states 180
NRG scale T* and leading formula, both divided by D
 g=0.20: T*=6.955e-02, formula=6.738e-03, ratio=10.322
 g=0.13: T*=3.299e-03, formula=4.563e-04, ratio=7.229
 g=0.10: T*=2.699e-04, formula=4.540e-05, ratio=5.946
 g=0.07: T*=2.914e-06, formula=6.249e-07, ratio=4.663
Local slopes d ln T*/d(1/g): -1.132, -1.085, -1.057
Overall slope: -1.086
Overall slope after removing sqrt(g): -1.029
Shift of ln T*, 120 instead of 180 states: 0.0012
Ferromagnetic g=-0.15, distance from free-moment gap:
 site 9: 0.0347; site 21: 0.0220
T_K with factor sqrt(g): 9.55 K
Potential V: 1.00 eV; local rho: 0.09102 per eV
 local rho by diagonalization: 0.09098 per eV
T_K with potential scattering: 12.39 K
Atom density: 85 per nm^3
Level spacing, isolated 10 nm cube: 1.365 K
Cube edge where spacing equals k_B T_K: 3.72 nm
```
